\section*{Symmetry of the RPA response: stars, nonsymmorphic phases and little groups, part 2}

We use symmetry to reduce the work of computing the density response of independent electrons in a closed-shell crystal without spin-orbit coupling. We use atomic units and the time factor $e^{-izt}$. For orbitals $\psi_i$ with energies $\varepsilon_i$ and occupations $f_i$, each counted twice,
\begin{equation}
\chi_0(\mathbf r,\mathbf r',z)=2\sum_{ij}\frac{f_i-f_j}{z+\varepsilon_i-\varepsilon_j}\,
\psi_i^*(\mathbf r)\psi_j(\mathbf r)\,\psi_j^*(\mathbf r')\psi_i(\mathbf r').
\label{eq:sos}
\end{equation}
A space-group operation $g\mathbf r=S\mathbf r+\mathbf t$, with $S$ orthogonal, gives
\begin{equation}
\chi_0(g\mathbf r,g\mathbf r',z)=\chi_0(\mathbf r,\mathbf r',z).
\label{eq:inv}
\end{equation}
In a periodic volume $V$ of $N_k$ cells of volume $\Omega$, with reciprocal lattice vectors $\mathbf G,\mathbf G'$ and $z$ left out,
\begin{equation}
\chi_{\mathbf G\mathbf G'}(\mathbf q)=\frac1V\iint_V e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\,\chi_0(\mathbf r,\mathbf r')\,e^{i(\mathbf q+\mathbf G')\cdot\mathbf r'}\,d\mathbf r\,d\mathbf r' ,
\label{eq:def}
\end{equation}
At $z=i\omega$, $\chi_0$ is real, which gives the reality relation
\begin{equation}
\chi_{-\mathbf G,-\mathbf G'}(-\mathbf q,i\omega)=\chi_{\mathbf G\mathbf G'}(\mathbf q,i\omega)^* .
\label{eq:real}
\end{equation}
Time reversal (real $H$) gives the transpose relation
\begin{align}
\chi_{-\mathbf G,-\mathbf G'}(-\mathbf q,z)
&=\frac1V\iint e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\chi_0(\mathbf r',\mathbf r,z)e^{-i(\mathbf q+\mathbf G')\cdot\mathbf r'}d\mathbf r\,d\mathbf r'\nonumber\\
&=\chi_{\mathbf G'\mathbf G}(\mathbf q,z).
\label{eq:tr}
\end{align}
When $S\mathbf q$ leaves the mesh, a reciprocal lattice vector $\mathbf G_0$ brings it back to a mesh point $\mathbf q'$. The matrix $D$ used below is unitary; its elements not listed are zero. The vectors kept in $\chi$ satisfy $|\mathbf q+\mathbf G|<K$.

The model has a tetragonal cell, $a=4.0$ and $c=6.0$ angstrom, with four Gaussian wells ($-70$ eV) and four barriers ($10$ eV) of width $0.7$ angstrom, each set generated from one site by the screw. Its quarter turn takes $(x,y,z)$ to $(-y,x,z)$. Eight electrons fill four bands on a mesh containing $\Gamma$. The cutoffs are 45 eV for the states and 15 eV for $\chi$. Wave vectors are in reduced units. One test in the output breaks time reversal with an added term, linear in $p_z$, that the screw leaves unchanged.

\section{From the little group to the sum over k and the energy}

\textbf{Q:} Before you take the sum over $\mathbf k$ apart, state what you carry over.

\textbf{A:} The matrix $\chi_{\mathbf G\mathbf G'}(\mathbf q,z)$ is the plane-wave form of the independent-particle response in a volume $V=N_k\Omega$. The orbitals have energies $\varepsilon$ and occupations $f$. For an operation $g\mathbf r=S\mathbf r+\mathbf t$ with $S\mathbf q=\mathbf q'+\mathbf G_0$ we found
\begin{equation}
\chi(\mathbf q')=D\chi(\mathbf q)D^\dagger,\qquad D_{S\mathbf G+\mathbf G_0,\mathbf G}=e^{-iS\mathbf G\cdot\mathbf t}.
\label{eq:D2}
\end{equation}
At $z=i\omega$, reality links $-\mathbf q$ to the conjugate matrix. Time reversal links it to the transpose. The numerical model has a fourfold screw with $\mathbf t=(0,0,c/4)$, a $4\times4\times3$ mesh and time-reversal symmetry.

\textbf{Q:} These relations concern the finished matrix. A reduction of the $\mathbf k$ sum needs a statement about each term.

\textbf{A:} Yes. Label the orbitals by band and wave vector. The integral of $e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\psi_i^*\psi_j$ vanishes unless $\psi_j$ has the wave vector of $\psi_i$ plus $\mathbf q$, up to a reciprocal lattice vector. The sum over states therefore becomes $\chi(\mathbf q)=\sum_{\mathbf k}A(\mathbf k,\mathbf q)$ with
\begin{align}
A_{\mathbf G\mathbf G'}(\mathbf k,\mathbf q,z)&=\frac{2}{N_k\Omega}\sum_{nm}F_{nm}(z)\,\rho_{nm}(\mathbf G)\,\rho_{nm}(\mathbf G')^*,\nonumber\\
F_{nm}(z)&=\frac{f_{n\mathbf k}-f_{m,\mathbf k+\mathbf q}}{z+\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k+\mathbf q}},\nonumber\\
\rho_{nm}(\mathbf G)&=\int_V\psi_{n\mathbf k}^*\,e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\,\psi_{m,\mathbf k+\mathbf q}\,d\mathbf r .
\label{eq:A}
\end{align}
A unitary mixing of degenerate bands leaves $A$ unchanged, because $F$ is the same for all members of the set.

The moved orbital $\psi_{n\mathbf k}(g^{-1}\mathbf x)$ has wave vector $S\mathbf k$: a lattice translation $\mathbf R$ of $\mathbf x$ shifts its argument by $S^{-1}\mathbf R$, and $\mathbf k\cdot S^{-1}\mathbf R=S\mathbf k\cdot\mathbf R$. Its energy is unchanged, so I may use the moved orbitals at $S\mathbf k$ and $S(\mathbf k+\mathbf q)$. With $\mathbf x=S\mathbf r+\mathbf t$, their matrix element at $S\mathbf G$ is
\begin{align}
\int\psi_{n\mathbf k}^*(g^{-1}\mathbf x)\,&e^{-iS(\mathbf q+\mathbf G)\cdot\mathbf x}\,\psi_{m,\mathbf k+\mathbf q}(g^{-1}\mathbf x)\,d\mathbf x\nonumber\\
&=e^{-iS(\mathbf q+\mathbf G)\cdot\mathbf t}\,\rho_{nm}(\mathbf G).
\end{align}
In the product with the conjugate element at $S\mathbf G'$, the part with $\mathbf q$ cancels. After the same shift by $\mathbf G_0$ as before,
\begin{equation}
A(S\mathbf k,\mathbf q')=D\,A(\mathbf k,\mathbf q)\,D^\dagger .
\label{eq:Aspace}
\end{equation}

\textbf{Q:} So for fixed $\mathbf q$ you keep the operations that bring $\mathbf q$ back.

\textbf{A:} Those form the little group of $\mathbf q$, with $S\mathbf q=\mathbf q+\mathbf G_S$. I count its operations modulo lattice translations, so the number is finite. The vector $\mathbf G_S$ can differ from zero on the boundary of the Brillouin zone. At $\mathbf q=(\tfrac12,\tfrac12,\tfrac13)$ the quarter turn gives $(-\tfrac12,\tfrac12,\tfrac13)$, hence $\mathbf G_S=(-1,0,0)$. If the 15 vectors of the sphere around $\mathbf G=0$ were used here, this map would send 9 of them out of the set. The cutoff on $|\mathbf q+\mathbf G|$ avoids that.

\textbf{Q:} Does time reversal help at a general $\mathbf q$, where it leads to $-\mathbf q$ and not back?

\textbf{A:} Alone it does not. It helps together with the exchange of the two states in a transition. Take time reversal first. The orbitals $\psi^*$ belong to the negative wave vectors, and
\begin{equation}
\int\psi_{n\mathbf k}\,e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\,\psi_{m,\mathbf k+\mathbf q}^*\,d\mathbf r=\rho_{nm}(\mathbf G)^* .
\end{equation}
The factor $F$ is unchanged, so the product in \eqref{eq:A} becomes $\rho_{nm}(\mathbf G)^*\rho_{nm}(\mathbf G')$ and
\begin{equation}
A_{-\mathbf G,-\mathbf G'}(-\mathbf k,-\mathbf q,z)=A_{\mathbf G'\mathbf G}(\mathbf k,\mathbf q,z).
\label{eq:Atr}
\end{equation}
Now leave the orbitals alone and read the same transition from its other end. It starts at $\mathbf k+\mathbf q$ and has momentum transfer $-\mathbf q$. The matrix element is again $\rho_{nm}(\mathbf G)^*$. The energy factor becomes
\begin{equation}
\frac{f_m-f_n}{i\omega+\varepsilon_m-\varepsilon_n}=\frac{f_n-f_m}{-i\omega+\varepsilon_n-\varepsilon_m}=F_{nm}(i\omega)^* .
\end{equation}
Every factor has been conjugated, so
\begin{equation}
A_{-\mathbf G,-\mathbf G'}(\mathbf k+\mathbf q,-\mathbf q,i\omega)=A_{\mathbf G\mathbf G'}(\mathbf k,\mathbf q,i\omega)^* .
\label{eq:Ax}
\end{equation}
Summed over $\mathbf k$, this is the reality relation. Apply \eqref{eq:Ax} and then \eqref{eq:Atr}. The pair $(\mathbf k,\mathbf q)$ goes to $(\mathbf k+\mathbf q,-\mathbf q)$ and on to $(-\mathbf k-\mathbf q,\mathbf q)$, while the matrix is conjugated and transposed:
\begin{equation}
A(-\mathbf k-\mathbf q,\mathbf q,i\omega)=A(\mathbf k,\mathbf q,i\omega)^\dagger .
\label{eq:Aboth}
\end{equation}
This returns to the same $\mathbf q$ whatever $\mathbf q$ is.

\textbf{Q:} Then list everything that may act on $\mathbf k$ at fixed $\mathbf q$.

\textbf{A:} There are four kinds, all understood modulo reciprocal lattice vectors. If $S\mathbf q=\mathbf q$, I may use $\mathbf k\to S\mathbf k$ with $A$ itself, and $\mathbf k\to-S(\mathbf k+\mathbf q)$ with $A^\dagger$. If $S\mathbf q=-\mathbf q$, I may use $\mathbf k\to-S\mathbf k$ with $A^T$, and $\mathbf k\to S(\mathbf k+\mathbf q)$ with $A^*$.

In the first two cases the matrix is enclosed between $D$ and $D^\dagger$. In the last two, the labels change sign after the rotation. With $-S\mathbf q=\mathbf q+\mathbf G_0$, the enclosing matrix is $\bar D_{-S\mathbf G+\mathbf G_0,\mathbf G}=e^{+iS\mathbf G\cdot\mathbf t}$. Its phase is the conjugate of the earlier one because transposition and conjugation both turn $e^{-iS(\mathbf G-\mathbf G')\cdot\mathbf t}$ into $e^{+iS(\mathbf G-\mathbf G')\cdot\mathbf t}$. I call the whole collection $L$, the extended little group, and write $h[A]$ for the action of $h$ on a matrix, so that $A(h\mathbf k,\mathbf q)=h[A(\mathbf k,\mathbf q)]$.

\textbf{Q:} With umklapp and fractional translations, do the matrices $D$ even multiply like a group?

\textbf{A:} Up to a phase, which is enough. Apply $g_1$ and then $g_2$, and let $\mathbf G_1$ be the reciprocal vector in the first step. The product of the matrices has the phase
\begin{equation}
e^{-iS_1\mathbf G\cdot\mathbf t_1}\,e^{-iS_2(S_1\mathbf G+\mathbf G_1)\cdot\mathbf t_2}
=e^{-iS_2S_1\mathbf G\cdot(S_2\mathbf t_1+\mathbf t_2)}\,e^{-iS_2\mathbf G_1\cdot\mathbf t_2},
\end{equation}
where I used $S_1\mathbf G\cdot\mathbf t_1=S_2S_1\mathbf G\cdot S_2\mathbf t_1$. The first factor belongs to the combined operation, whose translation is $S_2\mathbf t_1+\mathbf t_2$. The second does not depend on $\mathbf G$ and cancels between $D$ and $D^\dagger$.

\textbf{Q:} How does the reduced sum follow?

\textbf{A:} Divide the mesh into orbits, the sets of points connected by $L$, and choose one $\mathbf k_0$ in each. When $h$ runs through $L$, the point $h\mathbf k_0$ visits each member of the orbit equally often, namely $|L|/|\mathrm{orb}|$ times. Hence
\begin{equation}
\sum_{h\in L}h[A(\mathbf k_0)]=\sum_{h\in L}A(h\mathbf k_0)=\frac{|L|}{|\mathrm{orb}|}\sum_{\mathbf k\in\mathrm{orb}}A(\mathbf k),
\end{equation}
and, solving for the sum over the orbit and adding all orbits,
\begin{equation}
\chi(\mathbf q)=\frac1{|L|}\sum_{h\in L}h[B],\qquad B=\sum_{\mathbf k_0}|\mathrm{orb}(\mathbf k_0)|\,A(\mathbf k_0,\mathbf q).
\label{eq:red}
\end{equation}
I could take the weighted sum $B$ first because each $h$ preserves sums and real factors. The symmetrization is thus done once per $\mathbf q$ and frequency.

The mesh must be invariant under all these maps. A mesh containing $\Gamma$ and invariant under the rotations is. If it is shifted by $\mathbf k_s$, then $\mathbf k\to S\mathbf k$ also requires that $S\mathbf k_s-\mathbf k_s$ be a vector of the unshifted mesh, and $\mathbf k\to-\mathbf k-\mathbf q$ requires the same of $2\mathbf k_s$.

\textbf{Q:} Why not use $B$ directly? For a total energy I weight the irreducible points and stop.

\textbf{A:} There the summand is a number that is equal on all points of the orbit. Here it is a matrix, and its elements are permuted and given phases. At $\mathbf q=(\tfrac12,\tfrac12,\tfrac13)$, with the space-group operations alone and the first mesh point of each orbit as $\mathbf k_0$, $B$ differs from $\chi$ by 0.011 of the largest element. The size of this error depends on the choice of the points $\mathbf k_0$. The symmetrized sum \eqref{eq:red} agrees with the full sum to rounding at all 48 points $\mathbf q$.

With the space-group operations alone, the trace would not reveal the mistake, since $\mathrm{Tr}\,DBD^\dagger=\mathrm{Tr}\,B$. In the extended group, the maps with $A^\dagger$ and $A^*$ conjugate the trace, so the symmetrization can change its imaginary part but not its real part. A comparison of the real parts of traces is therefore no check of this step.

\textbf{Q:} How much work is saved?

\textbf{A:} Count the pairs $(h,\mathbf k)$ with $h\mathbf k=\mathbf k$. A given $\mathbf k$ belongs to $|L|/|\mathrm{orb}|$ of them, so each orbit contributes $|L|$ in total. The number of orbits is therefore the number of fixed points, summed over $L$, divided by $|L|$.

Take $\mathbf q=(\tfrac12,\tfrac12,\tfrac13)$ again. The identity fixes 48 points. Each quarter turn fixes the two in-plane points $(0,0)$ and $(\tfrac12,\tfrac12)$ for three values of $k_z$, which makes 6. The half turn fixes four in-plane points, hence 12. This gives $(48+6+12+6)/4=18$ orbits.

The four maps $\mathbf k\to-S(\mathbf k+\mathbf q)$ leave one value of $k_z$ fixed, $k_z=\tfrac13$. In the plane, $S=1$ requires both components to be $\tfrac14$ or $\tfrac34$, which gives 4 points. The half turn becomes a shift by $(\tfrac12,\tfrac12)$ and fixes none. The quarter turns fix 2 each. The extended group thus has $(72+4+0+2+2)/8=10$ orbits, as found numerically.

At $\mathbf q=(\tfrac14,0,\tfrac13)$ the little group holds the identity alone and leaves all 48 points. Relation \eqref{eq:Aboth} halves them to 24.

\textbf{Q:} Does the little group also restrict $\chi$ itself?

\textbf{A:} It does, through $\chi=D\chi D^\dagger$. Let $\mathbf q$ lie on the screw axis and take $\mathbf G=(0,0,l)$, $\mathbf G'=(0,0,l')$. The quarter turn leaves all three vectors unchanged, so
\begin{equation}
\chi_{\mathbf G\mathbf G'}(\mathbf q)=e^{-2\pi i(l-l')/4}\,\chi_{\mathbf G\mathbf G'}(\mathbf q).
\end{equation}
The element must vanish unless $l-l'$ is a multiple of four. These elements describe how a perturbation that varies along the axis alone changes the density averaged over the plane. The kernel for this is $\chi_0$ integrated over $x,y,x',y'$. By \eqref{eq:inv} it is unchanged when $z$ and $z'$ both move by $c/4$, so it has the period $c/4$, not only $c$. At $\mathbf q=(0,0,\tfrac13)$ the set contains $l=-2,-1,0,1$. The forbidden elements are below $10^{-16}$ of the largest element in this block.

\textbf{Q:} Now the energy. Do I have to build $\chi$ at every member of the star?

\textbf{A:} No. In the random-phase approximation, the response at coupling strength $\lambda$ is $\chi_\lambda=\chi(1-\lambda v\chi)^{-1}$, where $v$ is diagonal with elements $4\pi/|\mathbf q+\mathbf G|^2$. The adiabatic-connection formula gives the correlation energy per cell as
\begin{align}
E_c&=-\frac1{2\pi N_k}\sum_{\mathbf q}\int_0^\infty\! d\omega\int_0^1\! d\lambda\,\mathrm{Tr}\,[v\chi_\lambda-v\chi]\nonumber\\
&=\frac1{2\pi N_k}\sum_{\mathbf q}\int_0^\infty\! d\omega\,\mathrm{Tr}\,[\ln(1-v\chi)+v\chi],
\label{eq:E}
\end{align}
since the derivative of $-\mathrm{Tr}\ln(1-\lambda v\chi)$ with respect to $\lambda$ is $\mathrm{Tr}\,v\chi_\lambda$. A rotation preserves $|\mathbf q+\mathbf G|$, so $v(\mathbf q')=Dv(\mathbf q)D^\dagger$. Thus $v\chi$ at $\mathbf q'$ is $D(v\chi)D^\dagger$, and the trace of any function of it is unchanged.

For $-\mathbf q$, time reversal replaces $\chi$ by $\chi^T$. As $v\chi^T=(\chi v)^T$ and $\mathrm{Tr}(\chi v)^n=\mathrm{Tr}(v\chi)^n$, the trace is again unchanged. One $\mathbf q$ per star, weighted by the size of the star, therefore suffices. If time reversal is broken, reality makes the value at $-\mathbf q$ the complex conjugate, and the pair contributes twice the real part.

\textbf{Q:} You never used the phase in that argument. Would the energy notice if I had it wrong?

\textbf{A:} Not in the map between star members. Dropping the phases of $D$ multiplies it by a diagonal unitary matrix, which commutes with $v$ and leaves the trace alone. The phases matter where matrices from different $\mathbf k$ are added, as in \eqref{eq:red}, or where $\chi(\mathbf q')$ itself is needed.

\textbf{Q:} And the numbers?

\textbf{A:} The 48 wave vectors form 18 stars under the screw and 12 when $\mathbf q$ and $-\mathbf q$ are joined. All three sums give $-0.951$ eV per cell and agree to the eight printed decimals. The $48^2=2304$ pairs $(\mathbf k,\mathbf q)$ fall to 630 with the space group and to 190 with the extended group, a factor of $2304/190\approx12$. It stays below 16, four rotations times the four combinations of time reversal and exchange, because some pairs are mapped onto themselves.

\textbf{Q:} Is $-0.951$ eV the correlation energy of the model?

\textbf{A:} It is the value of \eqref{eq:E} for this small basis, this mesh and eight frequencies. At one $\mathbf q$, sixteen frequencies change the result by $2\times10^{-6}$ eV. The basis and the mesh were not converged, and the basis error is large: raising the cutoff for the states to 90 eV gives about $-0.82$ eV, and raising the cutoff for $\chi$ alone to 25 eV gives about $-1.69$ eV. Symmetry reproduces the sum over the given mesh and so leaves its finite-size error untouched.

One part of that error is explicit: the row and column $\mathbf G=0$ of the matrix at $\mathbf q=0$ were omitted. In an insulator, $\rho_{nm}(0)$ between filled and empty bands is of first order in $\mathbf q$, by orthogonality. So $\chi_{00}$ is of order $q^2$ and $v\chi_{00}$ has a finite limit, which can depend on the direction of $\mathbf q$. The elements $\chi_{0\mathbf G'}$ with $\mathbf G'\neq0$ are of order $q$. In the symmetric form $v^{1/2}\chi v^{1/2}$, which gives the same trace, they stay finite as well and also contribute to the energy. The omitted part has weight $1/N_k$. If the direction of $\mathbf q$ is fixed before the $\mathbf k$ sum is reduced, the reduction must use the operations that keep or reverse that direction. All operations of $\mathbf q=0$ may be used if one first keeps the coefficients of $\chi_{00}$ as a tensor and those of $\chi_{0\mathbf G'}$ and $\chi_{\mathbf G'0}$ as vectors, rotates them along with the rest of the matrix, and inserts the direction at the end. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
cell a, c: 4.0, 6.0 angstrom
Gaussian width: 0.7 angstrom
well, barrier heights: -70, 10 eV
cutoffs for states, chi: 45, 15 eV
k mesh: [4, 4, 3], 48 points; filled bands: 4
plane waves at Gamma: 59; in chi: 15
gap on the mesh: 11.660 eV
chi vs density response, rel. error: 3.0e-08
frequency of the samples: 18.776 eV
Sample q=(1/4,0,1/3), G=0, G'=(-1,0,-1), in 1e-6/(eV angstrom^3):
  chi(q)  = -5.9699 -246.8568 i
Rotated q=(0,1/4,1/3), G=0, G'=(0,-1,-1), same unit:
  chi(Sq) = -246.8568 +5.9699 i
  ratio   = -0.000000 -1.000000 i
Largest relative error of the maps over all q:
  space: 1.2e-15
  reversal: 1.2e-15
  exchange: 1.2e-15
  both: 1.2e-15
rel. error with phase left out: 0.478
rel. error with phase sign reversed: 0.513
k-summand maps, largest rel. error: 2.2e-15
reduced k sum, space group only: 9.7e-16
reduced k sum, extended group: 1.3e-15
weights without transforming A, q=(1/2,1/2,1/3): 0.011
q: order and irreducible k (space group | extended group)
  (0/4,0/4,0/3): 4, 18 | 16, 12
  (0/4,0/4,1/3): 4, 18 | 8, 12
  (2/4,2/4,1/3): 4, 18 | 8, 10
  (2/4,0/4,0/3): 2, 30 | 8, 12
  (1/4,0/4,0/3): 1, 48 | 4, 16
  (1/4,0/4,1/3): 1, 48 | 2, 24
umklapp vector at (1/2,1/2,1/3): [-1, 0, 0]
G sphere: 9 of 15 vectors leave the set
screw axis l values: [-2, -1, 0, 1]; forbidden/allowed: 8.6e-17
q points: 48; stars: 18; with q -> -q: 12
(k,q) pairs: 2304; space group: 630; extended: 190
RPA energy per cell, all q: -0.95121226 eV
RPA energy per cell, stars: -0.95121226 eV
RPA energy per cell, stars with q -> -q: -0.95121226 eV
one q, 8 and 16 frequencies: -0.846470, -0.846472 eV
Time reversal broken (strength 0.2 a.u.), relative errors:
  space-group map: 2.4e-16
  reality relation: 3.6e-16
  transpose relation: 2.69e-01
  Hermiticity at i omega: 2.69e-01
  adjoint equals chi(-i omega): 3.6e-16
\end{verbatim}
